\section*{Spreading Resistance of a Disc Heater, Electrical and Thermal}

\section{Definitions and conventions}

A flat circular contact of radius $a$ lies in the plane $z=0$ and touches a homogeneous, isotropic conductor that fills $z>0$. The conductor has resistivity $\rho$ and thermal conductivity $\kappa$, both constant. The rest of the plane passes neither charge nor heat. The return electrode and the heat sink are infinitely far away.

The potential $\phi$ is $V$ on the disc and zero at infinity. The current $I$ is positive when it enters the half-space. The temperature rise $T$ is measured from ambient, $\theta$ is its value on an isothermal disc, and $Q$ is the heat per unit time that crosses the disc into the half-space. A negative $Q$ means that heat leaves through the contact. The Joule power released inside the half-space is $P$. The results to be derived are
\begin{equation}
R=\frac{V}{I}=\frac{\rho}{4a},\qquad
\theta=\frac{Q+P/2}{4\kappa a}.
\label{eq:main}
\end{equation}
With $P=0$ the second result is the thermal copy of the first, $R_{\rm th}=\theta/Q=1/(4\kappa a)$. Joule heat released in the half-space counts with weight one half.

\section{The potential}

Steady current obeys $\nabla\cdot\mathbf j=0$ with $\mathbf j=-\nabla\phi/\rho$, so that
\begin{equation}
\nabla^2\phi=0,\quad \phi=V\ (z=0,\ r<a),\quad
\partial_z\phi=0\ (z=0,\ r>a),
\label{eq:bvp}
\end{equation}
and $\phi\to0$ at infinity. Among bounded potentials with finite dissipation there is one solution. Let $u$ be the difference of two. Then $\int|\nabla u|^2dV=\oint u\,\partial_nu\,dS$. The integrand on the right vanishes on the disc, where $u=0$, and on the insulating plane, where $\partial_nu=0$. The distant hemisphere contributes nothing, because $u$ falls at least as $1/\text{distance}$. A thin half-torus of radius $\delta$ around the disc edge must also be excluded. Finite dissipation means that $\int d\delta\,(\delta\int|\nabla u|^2d\vartheta)$ converges, so there is a sequence $\delta\to0$ on which $\delta^2\int|\nabla u|^2d\vartheta\to0$. By the Cauchy--Schwarz inequality $\delta\int|\nabla u|\,d\vartheta\to0$ on it, and the torus term vanishes. Hence $\nabla u=0$ and $u=0$.

The solution is simple in oblate coordinates $\xi\ge0$, $0\le\eta\le1$:
\begin{equation}
r=a\sqrt{(1+\xi^2)(1-\eta^2)},\qquad z=a\xi\eta .
\label{eq:coord}
\end{equation}
The surface $\xi=0$ is the disc, since there $z=0$ and $r=a\sqrt{1-\eta^2}\le a$. The surface $\eta=0$ is the rest of the plane, since there $z=0$ and $r=a\sqrt{1+\xi^2}\ge a$. The derivatives are
\begin{align}
\partial_\xi r&=a\xi\sqrt{\frac{1-\eta^2}{1+\xi^2}}, &
\partial_\xi z&=a\eta,\\
\partial_\eta r&=-a\eta\sqrt{\frac{1+\xi^2}{1-\eta^2}}, &
\partial_\eta z&=a\xi .
\end{align}
The product sum $\partial_\xi r\,\partial_\eta r+\partial_\xi z\,\partial_\eta z=-a^2\xi\eta+a^2\xi\eta$ is zero, so the coordinates are orthogonal. Adding squares gives the length factors
\begin{equation}
h_\xi=a\sqrt{\frac{\xi^2+\eta^2}{1+\xi^2}},\quad
h_\eta=a\sqrt{\frac{\xi^2+\eta^2}{1-\eta^2}},\quad h_\alpha=r,
\end{equation}
where $\alpha$ is the azimuth. For a potential that depends on $\xi$ alone, Laplace's equation is $\partial_\xi[(h_\eta h_\alpha/h_\xi)\phi']=0$. The bracketed factor is
\begin{equation}
\frac{h_\eta h_\alpha}{h_\xi}
=\frac{a^2\sqrt{(\xi^2+\eta^2)(1+\xi^2)}}{h_\xi}=a(1+\xi^2).
\label{eq:factor}
\end{equation}
It is free of $\eta$, so such a solution exists. From $(1+\xi^2)\phi'=\text{const}$, with $\phi(0)=V$ and $\phi(\infty)=0$,
\begin{equation}
w\equiv\frac{\phi}{V}=1-\frac2\pi\arctan\xi .
\label{eq:w}
\end{equation}
On $\eta=0$ the normal derivative is proportional to $\partial_\eta\phi=0$, as insulation requires. All conditions in (\ref{eq:bvp}) hold.

\section{Current and resistance}

The current through any surface of constant $\xi$ is
\begin{equation}
I=-\frac1\rho\int_0^{2\pi}\!d\alpha\int_0^1\!d\eta\,
\frac{h_\eta h_\alpha}{h_\xi}\phi'
=-\frac{2\pi a}{\rho}(1+\xi^2)\phi'.
\end{equation}
Since $\phi'=-(2V/\pi)/(1+\xi^2)$, this gives $I=4aV/\rho$ and $R=\rho/(4a)$. The finite value $I^2R$ of the dissipation confirms that the solution belongs to the class for which uniqueness was shown.

On the disc $h_\xi=a\eta=\sqrt{a^2-r^2}$, so the entering current density is
\begin{equation}
j(r)=\frac{2V}{\pi\rho\sqrt{a^2-r^2}}
=\frac{I}{2\pi a\sqrt{a^2-r^2}} .
\label{eq:j}
\end{equation}
Its integral from the centre to $r$ is $I[1-\sqrt{1-r^2/a^2}]$. Half the current therefore enters outside $r=\sqrt3\,a/2=0.866a$. The density diverges at the edge, but the current does not. A coarse numerical mesh loses accuracy there.

A boundary-element test used 100 rings and the potential $\rho\,dI/(2\pi s)$ of a surface source at distance $s$. It did not assume the profile (\ref{eq:j}). It gave $I\rho/(aV)=3.9999$ against 4, and a share of 0.5001 inside $0.866a$.

If two half-spaces with resistivities $\rho_1$ and $\rho_2$ meet through a disc-shaped opening, the density (\ref{eq:j}) makes the disc equipotential on both sides and matches across it. The resistances add to $(\rho_1+\rho_2)/(4a)$. A single half-space has one term.

\section{Transfer to heat that crosses the disc}

Without volume heating, $\nabla\cdot(-\kappa\nabla T)=0$. The replacements
\begin{equation}
\phi\to T,\qquad 1/\rho\to\kappa,\qquad I\to Q
\end{equation}
turn (\ref{eq:bvp}) into the heat problem of an isothermal disc with an adiabatic surround. Hence $Q=4\kappa a\theta$.

The isothermal condition matters. If the heat flux $q=Q/(\pi a^2)$ is uniform instead, each surface element contributes $q\,dA/(2\pi\kappa s)$. At the centre,
\begin{equation}
T(0)=\frac{q}{2\pi\kappa}\int_0^a\frac{2\pi s\,ds}{s}
=\frac{qa}{\kappa}=\frac{Q}{\pi\kappa a}.
\end{equation}
For the mean, first integrate $1/s$ over a disc of radius $b$ as seen from its edge. A chord at angle $\vartheta$ to the diameter has length $2b\cos\vartheta$, so
\begin{equation}
\int\frac{dA}{s}=\int_{-\pi/2}^{\pi/2}d\vartheta\int_0^{2b\cos\vartheta}ds=4b .
\end{equation}
Build the disc from rings of area $2\pi b\,db$. Each pair of elements is met once, when the outer one is added, so the double integral over ordered pairs carries a factor 2:
\begin{equation}
\iint\frac{dA\,dA'}{s}=2\int_0^a4b\,(2\pi b)\,db=\frac{16\pi a^3}{3}.
\end{equation}
The mean rise is
\begin{equation}
\bar T=\frac{q}{2\pi\kappa}\,\frac{1}{\pi a^2}\,\frac{16\pi a^3}{3}
=\frac{8qa}{3\pi\kappa}=\frac{8Q}{3\pi^2\kappa a}.
\label{eq:uniform}
\end{equation}
The coefficient is 0.270 instead of 0.250, while the central coefficient is 0.318. A compact model must say which temperature its thermal resistance refers to.

\section{Joule heat inside the half-space}

The current that enters a phase-change film heats the film itself. The heat equation is then
\begin{equation}
\kappa\nabla^2T=-\frac{|\nabla\phi|^2}{\rho}.
\end{equation}
Because $\phi$ is harmonic, $\nabla^2(\phi^2)=2|\nabla\phi|^2$. It follows that
\begin{equation}
u=\kappa T+\frac{\phi^2}{2\rho}
\end{equation}
is harmonic. On an isothermal, equipotential disc $u$ has the constant value $u_0=\kappa\theta+V^2/(2\rho)$. On the remaining plane $\partial_zu=0$, and $u\to0$ at infinity. These are the conditions of (\ref{eq:bvp}), so $u=u_0w$ and
\begin{equation}
\kappa T=u_0w-\frac{V^2}{2\rho}w^2 .
\label{eq:Tu}
\end{equation}
The current calculation gave $-\int_{\rm disc}\partial_zw\,dA=4a$. With $w=1$ on the disc,
\begin{equation}
Q=-\kappa\int_{\rm disc}\partial_zT\,dA
=4a\left(u_0-\frac{V^2}{\rho}\right).
\end{equation}
Since $P=V^2/R=4aV^2/\rho$, this becomes $u_0=(Q+P)/(4a)$. Substitution into (\ref{eq:Tu}) gives
\begin{equation}
T=\frac{(Q+P)w-\tfrac12Pw^2}{4\kappa a}.
\label{eq:T}
\end{equation}
At $w=1$ this is the contact law in (\ref{eq:main}).

If no heat crosses the disc, $\theta=P/(8\kappa a)=V^2/(2\rho\kappa)$. The rise per watt is half of $R_{\rm th}$, because the heat flow through the surface of constant $w$ is only the power $P(1-w)$ released between it and the disc. Its average over $w$ from 0 to 1 is $P/2$, and equal steps of $w$ have equal thermal resistance. Direct integration of the Joule source over the half-space tested this at $r=0$, $0.6a$ and $0.9a$. The values of $\theta\kappa\rho/V^2$ were 0.49999, 0.50000 and 0.50000, equal at the three radii, as an isothermal disc requires.

The derivative of (\ref{eq:T}) with respect to $w$ vanishes at $w_*=1+Q/P$. For $-P<Q<0$ this lies inside the half-space, and
\begin{equation}
T_{\max}=\frac{(Q+P)^2}{8\kappa aP}.
\label{eq:peak}
\end{equation}
For $Q\ge0$ the hottest place in the half-space is the disc. On the axis $\eta=1$ and $z=a\xi$, so a given $w$ lies at
\begin{equation}
z=a\tan\left[\frac\pi2(1-w)\right].
\label{eq:z}
\end{equation}

\section{Attaching a heater rod}

Let the heater be a uniform rod of length $L$ and cross-section $A=\pi a^2$, with insulated sides and a base at ambient temperature. Its resistance is $R_h=\rho_hL/A$ and its thermal conductance is $G_h=\kappa_hA/L$. With $x$ measured from the base,
\begin{equation}
\kappa_hA\,T''=-\frac{I^2R_h}{L},\qquad T(0)=0,\quad T(L)=\theta,
\end{equation}
which has the solution
\begin{equation}
T=\theta\frac{x}{L}+\frac{I^2R_h}{2\kappa_hAL}\,x(L-x).
\end{equation}
At $x=L$ the derivative of $x(L-x)$ is $-L$. The heat delivered to the film is therefore
\begin{equation}
Q=-\kappa_hA\,T'(L)=\frac{I^2R_h}{2}-\theta G_h .
\label{eq:Qrod}
\end{equation}
With $G_s=4\kappa a$, the contact law reads $\theta G_s=Q+I^2R/2$. Eliminating $Q$ gives
\begin{equation}
\theta=\frac{I^2(R_h+R)}{2(G_h+G_s)}.
\label{eq:law}
\end{equation}
In a lumped thermal network, half of the heater power and half of the film power are placed at the contact node. The other halves go to the cold terminals. Placing all of $P$ at the node would double its contribution to $\theta$.

Putting (\ref{eq:law}) into (\ref{eq:Qrod}) gives the direction of heat flow:
\begin{equation}
Q=\frac{I^2}{2}\,\frac{R_hG_s-RG_h}{G_h+G_s}.
\label{eq:sign}
\end{equation}
Within this model the peak moves into the film when $RG_h>R_hG_s$.

\section{Finite film and resistive heater}

Let a grounded, cold electrode lie at height $h\gg a$. Reflection in $z=0$ turns the contact into a source of current $2I$ in full space, between grounded planes at $\pm h$. The images lie at $z=2nh$ with signs $(-1)^n$. Each distant image acts as a point source of potential $\rho(2I)/(4\pi d)$ with $d=2|n|h$. The potential shift at the disc is
\begin{equation}
\Delta V=2\sum_{n=1}^{\infty}(-1)^n\frac{\rho I}{4\pi nh}
=-\frac{\rho I\ln2}{2\pi h}.
\end{equation}
Dividing by $\rho I/(4a)$ gives, to leading order in $a/h$,
\begin{equation}
\frac{R_{\rm film}}{R}=1-\frac{2\ln2}{\pi}\,\frac ah .
\label{eq:film}
\end{equation}
The same factor multiplies $1/G_s$. The weight one half for Joule heat survives, because its derivation needs only that $u$ and $\phi$ obey the same type of boundary condition on every surface.

A real heater has finite resistivity, so its end face is not equipotential. Two minimum principles bound the result. At fixed voltage, the true potential minimizes the dissipation: the cross term with a variation that vanishes on the electrodes integrates to zero. A trial potential that is constant on the interface gives $V^2/(R_h+R)\ge V^2/R_{\rm tot}$. At fixed current, the true current field minimizes the dissipation among divergence-free fields, for the corresponding reason. A trial field with uniform density at the interface dissipates $I$ times the mean potential, which is the electrical copy of (\ref{eq:uniform}). Hence
\begin{equation}
\frac{\rho}{4a}\le R_{\rm tot}-R_h\le\frac{8\rho}{3\pi^2a}.
\end{equation}
The upper bound is 8.1\% above the lower one.

\section{Worked example: a mushroom cell}

Take $a=20$ nm, $L=50$ nm and $h=100$ nm. In the read state let $\rho=10$ m$\Omega\,$cm $=10^{-4}\ \Omega\,$m and $\kappa=0.5$ W/(m\,K). Then
\begin{equation}
R=\frac{10^{-4}\ \Omega\,{\rm m}}{4(20\times10^{-9}\ {\rm m})}=1250\ \Omega .
\end{equation}
A read current of 10 $\mu$A drops 12.5 mV across the spreading region and releases $P=0.125\ \mu$W. With $4\kappa a=0.04\ \mu$W/K, this heat would raise the contact by $0.125/(2\times0.04)=1.6$ K if no heat crossed the contact. The heater conducts heat away. With the heater values given below, (\ref{eq:law}) predicts a rise of only 0.28 K, although the heater's own Joule heat is then included.

For programming, take $\rho=2$ m$\Omega\,$cm and $\kappa=1.5$ W/(m\,K) in the hot film, and $\rho_h=1$ m$\Omega\,$cm and $\kappa_h=10$ W/(m\,K) in the heater. This gives $R=250\ \Omega$, $R_h=398\ \Omega$, $G_s=0.120\ \mu$W/K and $G_h=0.251\ \mu$W/K. The thermal spreading resistance $1/G_s$ is 8.33 K/$\mu$W. Treat the film first as a half-space. For a contact rise of 600 K, (\ref{eq:law}) then gives
\begin{equation}
I=\sqrt{\frac{2(600\ {\rm K})(0.371\times10^{-6}\ {\rm W/K})}{648\ \Omega}}
=0.83\ {\rm mA}.
\end{equation}
The film releases $P=172\ \mu$W. Half the heater power is 137 $\mu$W, while conduction down the rod at this rise takes 151 $\mu$W. Thus $Q=-14\ \mu$W, and heat flows from the film into the heater. The peak is at $w_*=1-14/172=0.919$, which (\ref{eq:z}) places 2.6 nm above the contact. Its rise is 605 K. The 5 K excess is far below the uncertainty of the parameters, so the useful conclusion is that, with an adiabatic surround, the profile is nearly flat there: on the axis the rise returns to the contact value at 5.2 nm.

These small differences are sensitive to the film thickness. If $R$ and $1/G_s$ are both multiplied by the factor (\ref{eq:film}), the current for 600 K becomes 0.86 mA, $Q$ is only about $-5\ \mu$W, and the peak exceeds the contact rise by about 0.5 K. A heater conductivity below about 9 W/(m\,K), instead of 10, would then reverse the sign of $Q$. Parameters this rough do not settle the direction of heat flow.

Equation (\ref{eq:film}) gives a film factor of 0.9117, and the boundary-element value is 0.9125. For the resistive heater, the boundary elements give a spreading resistance 3.2\% above $\rho/(4a)$, inside the bounds.

The coupled law was tested in a two-dimensional finite-volume cell at the same current. A nearly perfect conducting plate, 1 nm thick, enforced an equipotential, isothermal contact and shortened the resistive rod to 49 nm. With this length and the film factor, the formulas give rises of 547.5 K at the contact and 548.5 K at the peak. The cell gives 555.5 K and 557.2 K, about 1.5\% higher. The gap comes from the 1 nm mesh at the singular disc edge; on a mesh refined toward the edge it falls to about 0.2\%.

\section{What real cells change}

The parameters are rough typical values for crystalline Ge--Sb--Te on a nitride heater. Starting from 300 K, the rise of 600 K reaches roughly the melting range. The currents below are those for which the finite-volume cell, without the plate, has a mean rise of 600 K in the first nanometre of film above the contact. All other settings are held fixed as each effect is added.

\begin{center}
\begin{tabular}{lc}
Cell & Current (mA)\\
Adiabatic oxide & 0.84\\
Oxide with 1.4 W/(m\,K) & 1.01\\
Plus thermal boundary, 20 m$^2$K/GW & 0.94\\
Plus electrical contact, $10^{-8}\ \Omega\,$cm$^2$ & 0.44
\end{tabular}
\end{center}

The adiabatic surround is a poor assumption here, since the oxide conducts heat about as well as the film. Heat loss through the oxide raises the required current by 20\% in this cell, where the plane below the oxide is held at ambient temperature. The thermal boundary, placed only between heater and film, lowers it again. The rod model shows how this can happen: when $Q<0$, a barrier at the contact hinders heat from leaving the film. In the rod model alone this lowers the current by only about 2\%. The conducting oxide also cools the heater, so that about 30 $\mu$W leaves the film through the contact and the peak lies some 30 K above the contact rise. The barrier then matters more. The largest change comes from the electrical contact resistance. Its value of $10^{-8}\ \Omega\,$cm$^2$ is rough, but over this area it amounts to 796 $\Omega$, more than heater and spreading region together. The last row places half of the contact's Joule heat on each side of the thermal boundary. With all of it on the heater side the current is about 0.59 mA, and with all of it on the film side about 0.38 mA. The contact resistivity, and the side of the thermal boundary on which its heat is released, must therefore be known before (\ref{eq:law}) is used to predict a programming current.

Other effects can be sized separately.

\begin{itemize}
\item \textit{Ballistic entry.} For an isotropic conductor with carrier speed $v$, density of states $N$ and free path $\ell$, the conductivity is $e^2Nv\ell/3$ and the conductance of a small opening is $e^2NvA/4$. Their combination gives an added resistance of order $4\rho\ell/(3A)$. For $\ell=1$ nm this is 21 $\Omega$, or 8\% of $R$.
\item \textit{Peltier heat.} With a Seebeck difference $S=50\ \mu$V/K at 900 K, $STI=37\ \mu$W. Released or absorbed at the contact, it is shared between the two sides. The film's share is the fraction $G_s/(G_h+G_s)$, about 12 $\mu$W. In the half-space estimate at fixed current, $Q$ then becomes about $-2$ or $-26\ \mu$W, depending on polarity. With the film factor and the corresponding current for 600 K, the values are about $+9$ and $-18\ \mu$W. One polarity then makes the contact the hottest place in the film, while the other moves the peak farther into it. The contact rise itself changes by $STI/(G_h+G_s)$, about 100 K up or down, so this effect is not a small correction. These values keep $T$ at 900 K in $STI$. Using the shifted contact temperature gives changes of about $+113$ K and $-90$ K, and makes each $Q$ above more positive by 1 to 2 $\mu$W.
\item \textit{Electronic heat conduction.} The estimate $(\pi^2/3)(k_B/e)^2T_{\rm abs}/\rho$ for a degenerate conductor gives 1.1 W/(m\,K) at 900 K. The hot film may be only partly degenerate. For one type of carrier with an energy-independent free path, the factor $\pi^2/3$ falls to 2 in the nondegenerate limit, which gives 0.7 W/(m\,K). The chosen 1.5 W/(m\,K) then leaves between 0.4 and 0.8 W/(m\,K) for the lattice, provided that electron--hole pairs carry little heat. In a narrow-gap film at this temperature that is not assured. In a fit, $\rho$ and $\kappa$ should not be varied independently.
\item \textit{Pulse length.} Let $C$ be the heat capacity per volume and $D=\kappa/C$. After a time $t\gg a^2/D$ of constant surface heating, the rise still missing is the integral of the point-source kernel over later times:
\begin{equation}
\int_t^\infty\frac{2Q\,dt'}{C(4\pi Dt')^{3/2}}=\frac{Q}{2\pi\kappa\sqrt{\pi Dt}} .
\end{equation}
Relative to $Q/(4\kappa a)$ this is $(2a/\pi)/\sqrt{\pi Dt}$. For $C=1.3$ J/(cm$^3$K) it is 3\% after 50 ns. For Joule heat released inside the half-space the relative deficit is about twice as large, because at late times all of $P$ counts in the missing rise, but only half of it in the steady rise. These numbers hold for a half-space. In the example the diffusion length $\sqrt{Dt}=240$ nm exceeds the film thickness, so the cold electrode ends the transient of the film sooner. The warming of the surrounding oxide is not described either.
\end{itemize}

The constant-property assumption remains. The spreading resistance is 1250 $\Omega$ with the read resistivity and 250 $\Omega$ with the hot one. During programming the film is hot near the contact and cooler farther out, so its resistance lies between these two values, each multiplied by the film factor, if the local resistivity stays between the hot and the read value. Latent heat, a moving melt boundary and an amorphous dome left by a previous pulse also lie outside the model. With such a dome the conductor is no longer homogeneous, and $\rho/(4a)$ does not give the cell resistance.

\section*{Computed results}
\begin{verbatim}
Boundary elements, I*rho/(a*V), formula 4: 3.99990
Current share inside r = 0.866 a: 0.5001
Uniform flux, mean rise*kappa*a/Q: 0.27019
Uniform flux, formula 8/(3 pi^2): 0.27019
Uniform flux, central rise*kappa*a/Q: 0.31830
Joule rise*kappa*rho/V^2 at r = 0.0 a: 0.49999
Joule rise*kappa*rho/V^2 at r = 0.6 a: 0.50000
Joule rise*kappa*rho/V^2 at r = 0.9 a: 0.50000
Heater radius: 20 nm
Heater length: 50 nm
Film thickness: 100 nm
Read resistivity: 10 mohm cm
Read thermal conductivity: 0.5 W/(m K)
Read spreading resistance: 1250 ohm
Read current: 10 uA
Read voltage across spreading region: 12.5 mV
Read contact rise, Joule heat only: 1.563 K
Hot film resistivity: 2 mohm cm
Hot film thermal conductivity: 1.5 W/(m K)
Heater resistivity: 1 mohm cm
Heater thermal conductivity: 10 W/(m K)
Hot spreading resistance: 250 ohm
Heater resistance: 397.9 ohm
Thermal spreading resistance: 8.333 K/uW
Film thermal conductance: 0.12 uW/K
Heater thermal conductance: 0.2513 uW/K
Target contact rise: 600 K
Programming current, closed formula: 0.8293 mA
Joule power in film: 171.9 uW
Heat from heater into film: -13.97 uW
Peak rise in film: 604.7 K
Peak height above contact: 2.567 nm
Height where rise equals contact rise: 5.219 nm
Finite film, R ratio, boundary elements: 0.9125
Finite film, R ratio, formula: 0.9117
Resistive heater, spreading R ratio: 1.0324
Plate cell, contact rise, finite volume: 555.5 K
Plate cell, contact rise, formula: 547.5 K
Plate cell, peak rise, finite volume: 557.2 K
Plate cell, peak rise, formula: 548.5 K
Oxide thermal conductivity: 1.4 W/(m K)
Thermal boundary resistance: 20 m2 K/GW
Electrical contact resistivity: 1e-08 ohm cm2
Electrical contact resistance: 795.8 ohm
Current for target, adiabatic oxide: 0.8427 mA
Current for target, conducting oxide: 1.012 mA
Same plus thermal boundary: 0.9367 mA
Same plus electrical contact: 0.4438 mA
Ballistic resistance, 1 nm free path: 21.22 ohm
Peltier heat at 50 uV/K, 900 K: 37.32 uW
Electronic thermal conductivity, 900 K: 1.099 W/(m K)
Transient deficit after 50 ns: 2.991 %
\end{verbatim}
